# Removing fermion doubling from the radial Dirac equation on a grid

## The decision: where to store the small component

A radial Dirac solver must place two functions on its grid. If both sit on the same points and the derivative is the central difference, the list of p1/2 levels also contains the s1/2 levels. A program that fills shells from the bottom of each list then puts electrons into states of the wrong symmetry. For a new finite-difference matrix solver, store the small component halfway between the points of the large one. If an existing solver of this kind must keep both on the same points, add a Wilson term scaled as described below. The analysis is for uniform grids. It does not concern Runge–Kutta shooting, which also holds both components at the same radii but returns only the true levels.

The setting is one electron in a local, spherical potential $V(r)$. Hartree atomic units are used, and the rest energy $c^2$ is subtracted from $E$. With large and small radial components $P$ and $Q$, the operator is

$$
H_\kappa=\begin{pmatrix}V & c\left(-\dfrac{d}{dr}+\dfrac{\kappa}{r}\right)\\ c\left(\dfrac{d}{dr}+\dfrac{\kappa}{r}\right) & V-2c^2\end{pmatrix}.
$$

Here $\kappa=-1$ is s1/2, $\kappa=+1$ is p1/2, $\kappa=-2$ is p3/2 and $\kappa=+2$ is d3/2. Until the Coulomb section, $V$ is smooth and finite at the origin, and a wall lies far outside the bound states.

## Why central differences double the spectrum

Take $r_j=jh$ with $j=1,\dots,N$, set both components to zero at $j=0$ and $j=N+1$, and use

$$
(D_0f)_j=\frac{f_{j+1}-f_{j-1}}{2h}.
$$

For a free particle far from the origin, drop $V$ and $\kappa/r$ and insert $e^{ikjh}$. Then $D_0$ becomes $is$ with $s=\sin(kh)/h$. The determinant condition is

$$
\det\begin{pmatrix}-E&-ics\\ ics&-2c^2-E\end{pmatrix}=E(E+2c^2)-c^2s^2=0 .
$$

Adding $c^4$ to complete the square gives

$$
(E+c^2)^2=c^4+\frac{c^2\sin^2(kh)}{h^2}.
$$

The kinetic energy vanishes at $k=0$, as it should, and again at $k=\pi/h$, where the wave changes sign from point to point. The central difference compares points two steps apart, so it cannot see this alternation. Slowly modulated alternating waves therefore behave as a second low-energy particle.

The radial term $\kappa/r$ determines which symmetry this second particle has. Let $S$ multiply the value at site $j$ by $(-1)^j$. Each nonzero element of $D_0$ joins neighbouring sites and acquires the factor $(-1)^j(-1)^{j\pm1}=-1$, so

$$
SD_0S=-D_0 .
$$

Diagonal matrices such as $V$ and $\kappa/r$ are unchanged by $S$. Now let $U=\mathrm{diag}(S,-S)$, which satisfies $U^2=1$. The diagonal blocks of $UH_\kappa U$ equal those of $H_\kappa$. The other two become

$$
\begin{aligned}
S\,c\left(-D_0+\frac{\kappa}{r}\right)(-S)&=-c\left(D_0+\frac{\kappa}{r}\right)=c\left(-D_0-\frac{\kappa}{r}\right),\\
(-S)\,c\left(D_0+\frac{\kappa}{r}\right)S&=-c\left(-D_0+\frac{\kappa}{r}\right)=c\left(D_0-\frac{\kappa}{r}\right).
\end{aligned}
$$

These are the blocks for $-\kappa$. Hence

$$
UH_\kappa U=H_{-\kappa}.
$$

The two finite matrices have identical spectra at every $h$ and for every local $V$.

Refinement cannot cure this. The values of a true bound state on the grid satisfy the matrix equation up to a residual of order $h^2$, because $D_0f=f'+h^2f'''/6+\dots$. A symmetric matrix has an eigenvalue within the relative residual norm of any trial vector, so $H_\kappa$ has an eigenvalue near each true level of $\kappa$. By the pairing it also has one near each true level of $-\kappa$. The foreign levels converge as well as the wanted ones do.

The eigenvectors reveal them. The neighbour correlation

$$
\rho=\frac{\sum_jP_jP_{j+1}}{\sum_jP_j^2}
$$

is near $+1$ for a smooth state and near $-1$ for an alternating one.

## The staggered grid

Keep $P_j$ at $r_j=jh$ and put $Q_{j+1/2}$ at $r_{j+1/2}=(j+\tfrac12)h$, with $j=0,\dots,N$ for $Q$ and $P_0=P_{N+1}=0$. The lower equation lives at half-integer points. It needs $dP/dr$ there, which is a difference of adjacent values, and $P$ itself, which is their average:

$$
(AP)_{j+1/2}=\frac{P_{j+1}-P_j}{h}+\frac{\kappa}{2r_{j+1/2}}(P_{j+1}+P_j).
$$

The matrix must be symmetric to have real eigenvalues, so the upper equation uses $A^T$. Collecting the coefficients of $P_j$ in rows $j+\tfrac12$ and $j-\tfrac12$ gives

$$
(A^TQ)_j=-\frac{Q_{j+1/2}-Q_{j-1/2}}{h}+\frac{\kappa}{2}\left(\frac{Q_{j+1/2}}{r_{j+1/2}}+\frac{Q_{j-1/2}}{r_{j-1/2}}\right),
$$

which approximates $-dQ/dr+\kappa Q/r$ with the correct sign.

For a free wave, the difference across one step has the magnitude

$$
\left|\frac{e^{ikh}-1}{h}\right|=\frac{2|\sin(kh/2)|}{h}.
$$

In the range $|k|\le\pi/h$ it vanishes at $k=0$ alone. At $k=\pi/h$ it takes its largest value, $2/h$, so the alternating wave is now expensive.

**Order of the error.** The difference has error $h^2P'''/24$ and the average $h^2P''/8$. The latter is multiplied by $\kappa/r$. For $\kappa=+1$, where $P\propto r^2$ near the origin, this leaves a local residual proportional to $h^2/r$. Its squared norm is of order $\sum_j h\,(h^2/r_{j+1/2})^2\sim h^3$. The first-order energy error weights the residual with $Q\propto r$, which cancels the $1/r$ and leaves order $h^2$. The remainder is quadratic in the residual, hence of order $h^3$. The level error is therefore second order.

**Matrix form.** In the order $Q_{1/2},P_1,Q_{3/2},P_2,\dots,P_N,Q_{N+1/2}$ the matrix is tridiagonal. Since $2r_{j+1/2}=(2j+1)h$, the elements beside the diagonal are

$$
\frac ch\left(1+\frac{\kappa}{2j+1}\right)\ \text{for } Q_{j+1/2},P_{j+1},\qquad
\frac ch\left(-1+\frac{\kappa}{2j+1}\right)\ \text{for } P_j,Q_{j+1/2}.
$$

If none vanishes, the first entry of an eigenvector fixes all the others in turn, so every eigenvalue is simple.

For odd $|\kappa|$ an element can vanish and cut off a small block at the origin:

- For $\kappa=-1$, the block is $Q_{1/2}$ alone, with energy $V(h/2)-2c^2$.
- For odd $\kappa\ge3$, the block has equally many $P$ and $Q$ entries. Its couplings scale as $c/h$ and leave no zero mode, so its energies move away as $\pm c/h$.
- For odd $\kappa\le-3$, the block has one extra $Q$ entry. This gives one state localized at the origin, near $V(0)-2c^2$, among the negative-energy states.

For small $h$ none of these enters the window of bound electron levels.

## Pseudocode and cost

```
input: V, kappa, h, N, E_top
for j = 0..N:
    r = (j + 1/2) h
    diag[2j] = V(r) - 2 c^2             # Q at j+1/2
    if j < N: off[2j]   = c ( 1/h + kappa/(2r))
    if j > 0: off[2j-1] = c (-1/h + kappa/(2r))
for j = 1..N:
    diag[2j-1] = V(j h)                 # P at j
return eigenvalues of tridiagonal(diag, off)
       between -c^2 and E_top
```

The lower limit $-c^2$ separates electron levels from negative-energy states when $-c^2<V\le0$. Storage is proportional to $N$, and so is each bisection step for one eigenvalue. A dense diagonalization of the same-grid matrix costs of order $N^3$, but with $P_j$ and $Q_j$ interleaved that matrix is banded as well, so cost is not the reason for staggering.

Rounding is harmless at these sizes. With $h=0.002$ bohr the largest kinetic scale is $2c/h\approx1.4\times10^5$ hartree, which double precision resolves to about $10^{-10}$ hartree.

## The Wilson term: size and price

To keep both components on the same points, add $+W$ to the $P$ block and $-W$ to the $Q$ block, where

$$
(Wf)_j=\frac g4\left(2f_j-f_{j+1}-f_{j-1}\right).
$$

On a plane wave this gives $\frac g2(1-\cos kh)=g\sin^2(kh/2)$, which is zero at $k=0$ and $g$ at $k=\pi/h$. The opposite signs make it a momentum-dependent addition to the rest energy:

$$
(E+c^2)^2=\left(c^2+g\sin^2\frac{kh}{2}\right)^2+\frac{c^2\sin^2(kh)}{h^2}.
$$

**How large must $g$ be?** Alternation reverses the neighbour terms, so $SWS=g-W$. On the smooth envelope of a foreign state $W$ is small, and the state obeys the equations for $-\kappa$ with $V+g$ in the upper block and $V-2c^2-g$ in the lower. Write $B=D_0-\kappa/r$ for its kinetic operator. Eliminating $Q$ and multiplying the upper equation by $P$ gives

$$
\sum_j(V_j+g-E)P_j^2+\sum_j\frac{c^2(BP)_j^2}{E-V_j+2c^2+g}=0 .
$$

For an electron state the denominators are positive, so the first sum cannot be positive, and $E\ge V_{\min}+g$. Within this smooth-envelope estimate, $g>|V_{\min}|$ removes the foreign states from the bound region. A smaller $g$ lifts them but may leave them bound.

**What does it cost?** For small $k$, $\sin^2(kh/2)\approx k^2h^2/4$, and the right side of the dispersion relation becomes

$$
c^4+\frac{c^2gh^2k^2}{2}+c^2k^2 .
$$

Taking the root and dividing the change by $2c^2$ gives

$$
E\approx\frac{k^2}{2}\left(1+\frac{gh^2}{2}\right).
$$

The wanted states thus acquire too much kinetic energy. The factor applies to the radial-derivative part only: $W$ contains no $\kappa/r$, so the centrifugal energy is not enlarged, and a state with orbital angular momentum shifts by less than $gh^2/2$ times its full kinetic energy. In terms of the usual dimensionless Wilson parameter $r_W$, $g=2r_Wc/h$, and the factor is $1+r_Wch$. With $r_W=1$ the error is first order and small only if $h\ll1/c$, far finer than most of an atom requires. With $g$ held fixed, $r_W=gh/(2c)$ shrinks with the grid and the error is second order.

## Worked example

The model well is $V=-Z/\sqrt{r^2+a^2}$ with $Z=50$ and $a=0.02$ bohr, so $V_{\min}=-50/0.02=-2500$ hartree. The wall is at 1.2 bohr and $h=0.002$ bohr. The parameters are round and describe no particular atom. The softened core separates s1/2 from p1/2 levels, so each foreign level can be recognized. Reference values come from adaptive integration of the differential equations.

Central differences for $\kappa=-1$ give five levels below $-90$ hartree (energies in hartree):

| Level | Reference | $\rho$ | Symmetry |
|---:|---:|---:|:---|
| −690.10 | −689.62 | 0.998 | s1/2 |
| −288.35 | −288.12 | −1.000 | p1/2 |
| −234.63 | −234.39 | 0.999 | s1/2 |
| −132.49 | −132.38 | −1.000 | p1/2 |
| −115.14 | −115.02 | 1.000 | s1/2 |

Two of the five are foreign, and their energies are as accurate as the others. The full spectra for $\kappa=\pm1$ agree within about $10^{-10}$ hartree, as do those for $\kappa=\pm2$. Halving the spacing from $2h$ to $h$ reduces the largest error by a factor of 4.02.

Both cures return the three s1/2 and two p1/2 levels and nothing else in this window. The Wilson column uses $g=5000$ hartree, twice the well depth. That is more than this example needs. Foreign levels rise by about $g$, so $g=800$ hartree already leaves none bound in the $\kappa=+1$ list, and the Wilson shift of the true levels shrinks roughly in proportion to $g$.

| Symmetry | Reference | Staggered | Wilson |
|:---|---:|---:|---:|
| s1/2 | −689.62 | −690.08 | −686.30 |
| s1/2 | −234.39 | −234.59 | −232.82 |
| s1/2 | −115.02 | −115.10 | −114.16 |
| p1/2 | −288.12 | −288.08 | −287.49 |
| p1/2 | −132.38 | −132.37 | −131.80 |

For the lowest s1/2 level the staggered error is 0.46 hartree, or 0.07% of the reference energy. That is hardly better than the 0.48 hartree of central differences: for the s1/2 levels the main benefit is the clean spectrum, and the gain in accuracy is modest (errors of about 0.195 and 0.08 hartree against 0.24 and 0.11 for the two upper levels). The two p1/2 levels of this example do improve, with errors of 0.05 and 0.01 hartree against 0.22 and 0.11. The observed orders for the lowest levels are 2.01 and 1.99 on the staggered grid and 1.98 for both symmetries with the Wilson term. At $h=0.0005$ bohr the largest staggered error is 0.03 hartree.

The Wilson kinetic factor is $1+5000\times(0.002)^2/2=1.01$, and the lowest s1/2 level lies 3.3 hartree too high. With $r_W=1$ the factor is $1+ch=1.274$. That level then appears at $-599.9$ hartree, an error of 89.7 hartree or 13% of the reference. Its observed order is 0.81, still short of the asymptotic value 1.

A weak term with $g=100$ hartree tests the mechanism. The foreign level at $-288.35$ moves to $-189.65$ hartree, up by 98.7 hartree, and stays bound. The shift falls slightly short of $g$, as expected: the small component carries $-g$, which accounts for nearly all of the shortfall, while $W$ on the smooth envelope contributes very little.

## The point Coulomb potential

For $V=-Z/r$ the s1/2 and p1/2 levels coincide from $n=2$ upwards, so most foreign levels hide under true ones. The visible intruder is a level of 1s energy in the p1/2 list. With $Z=50$, $h=0.001$ bohr and a wall at 0.6 bohr, central differences put the lowest p1/2 level at $-1294.626$ hartree, which is the Sommerfeld 1s energy to all printed digits. The staggered grid gives $-326.45$ hartree, against $-326.49$ for the true 2p1/2 level.

The close agreement of the intruder has a special cause. Through the pairing, consider $\kappa=-1$. The 1s state has $Q=qP$ with constant $q$. For any grid vector of this form the derivative terms contribute $2cq\sum_jP_j(D_0P)_j=0$, because $D_0$ is antisymmetric. The mean energy is then

$$
\langle H\rangle=\frac{\sum_jP_j^2\left[-\dfrac{Z(1+q^2)+2cq}{r_j}-2c^2q^2\right]}{(1+q^2)\sum_jP_j^2}.
$$

Choose the root $q=-(1-\gamma)c/Z$ of $Z(1+q^2)+2cq=0$, with $\gamma=\sqrt{1-Z^2/c^2}$. The $1/r$ term vanishes. Since $1+q^2=-2cq/Z$, what remains is

$$
\langle H\rangle=-\frac{2c^2q^2}{1+q^2}=cqZ=-c^2(1-\gamma),
$$

the 1s energy, whatever the shape of $P$. The eigenvalue error is then quadratic in the residual of the best such vector. This agreement says nothing about the accuracy of other levels.

For this potential the criterion $g>|V_{\min}|$ is far too cautious. The deepest grid value is $V(h)=-Z/h$, and choosing $g>Z/h$ would make the kinetic factor exceed $1+Zh/2$, a first-order error. The criterion is only sufficient, however. The envelope equations, with $V+g$ above and $V-2c^2-g$ below, are those of a particle with rest energy $c^2+g$. The kinetic and Coulomb terms both scale as inverse length, so the total energy is proportional to the rest energy, and the lowest foreign level lies at $E+c^2=\gamma(c^2+g)$. Within the smooth-envelope estimate it leaves the bound region once $g>c^2(1-\gamma)/\gamma$, about $1.4\times10^3$ hartree for $Z=50$, whatever $h$ is. A fixed $g$ then suffices, and the kinetic factor $1+gh^2/2$ stays second order. The program does not test this estimate.

## Failure modes to check

- **Foreign levels in an existing code.** Compare the lists for $\kappa$ and $-\kappa$, and compute $\rho$. Degenerate states can mix, which makes $\rho$ inconclusive; a potential that separates the two symmetries avoids this.
- **Wilson term too weak or too strong.** If $g$ is below the well depth, lifted foreign levels may remain bound. If $gh^2/2$ is not small, the true levels are displaced.
- **Wall too close.** States that reach the wall are shifted in every scheme, by amounts that differ between the staggered and same-point grids, and a finer grid does not correct that. On the same-point grid such states can also mix smooth and alternating parts, so $\rho$ is inconclusive for them.

## Computed results

```
speed of light c = 137.035999 a.u.
well: Z = 50, a = 0.02 bohr, bottom = -2500 hartree
wall = 1.2 bohr, step h = 0.002 bohr, window top = -90 hartree
c*h = 0.2741 (dimensionless)
free ring, zero-kinetic-energy modes, central: 2
free ring, zero-kinetic-energy modes, staggered: 1
free ring, zero-kinetic-energy modes, Wilson: 1
max spectrum difference kappa=-1,+1: 1.2e-10 hartree
max spectrum difference kappa=-2,+2: 1.3e-10 hartree
central differences, kappa=-1: level, reference (hartree), correlation
    -690.095   -689.618   0.9984  s1/2
    -288.346   -288.124  -0.9996  p1/2 foreign
    -234.626   -234.390   0.9993  s1/2
    -132.490   -132.377  -0.9997  p1/2 foreign
    -115.136   -115.024   0.9996  s1/2
central: largest error at 2h over that at h = 4.02
s1/2: reference, staggered, Wilson g=5000 (hartree)
    -689.618   -690.077   -686.298
    -234.390   -234.585   -232.824
    -115.024   -115.105   -114.164
  order of lowest level: staggered 2.01, Wilson 1.98
  staggered, h = 0.0005 bohr: max error 0.0287 hartree
p1/2: reference, staggered, Wilson g=5000 (hartree)
    -288.124   -288.076   -287.491
    -132.377   -132.370   -131.797
  order of lowest level: staggered 1.99, Wilson 1.98
  staggered, h = 0.0005 bohr: max error 0.0030 hartree
Wilson g=5000 hartree: r_W = 0.03649, kinetic factor = 1.0100
weak Wilson g=100 hartree: foreign level -288.346 -> -189.651 hartree
  shift = 98.696 hartree
r_W=1 at h: g = 137036 hartree, kinetic factor = 1.2741
  lowest s1/2 at 2h, h: -532.036, -599.922 hartree
  errors at 2h, h: 157.581, 89.696 hartree
  observed order = 0.81
Coulomb Z=50, h = 0.001 bohr, wall = 0.6 bohr
  Sommerfeld 1s1/2 = -1294.626, 2p1/2 = -326.495 hartree
  lowest p1/2 level, central differences = -1294.626 hartree
  lowest p1/2 level, staggered grid = -326.450 hartree
```
